# Casimir mean free path of a thin rectangular wire with diffuse walls

At low temperature a phonon in a clean crystal can cross a nanostructure many times before anything inside scatters it. The walls then set the thermal conductivity, and the shape of the cross-section matters. This problem treats a wire whose cross-section is a rectangle of width $w$ and thickness $t$, and asks how it conducts heat when $w\gg t$.

**Model.** The wire is infinitely long and lies along $z$; $x$ runs across the thickness and $y$ across the width. Phonons have the same speed $v$ in all directions, travel in straight lines, and are not scattered inside. Every wall is diffuse: it re-emits phonons with the cosine law, at the local wall temperature. The temperature gradient $G=dT/dz$ is small and uniform. With $C$ the heat capacity per volume, the Casimir mean free path $\Lambda$ is defined by

$$\kappa=\tfrac13 Cv\Lambda .$$

A direction $\mathbf s$ makes the angle $\theta$ with $z$, and its projection on the cross-section makes the angle $\phi$ with $y$. Thus $\mathbf s=(\sin\theta\sin\phi,\ \sin\theta\cos\phi,\ \cos\theta)$.

## (a) Express $\Lambda$ as an average over straight flights, and test it on a circular wire.

**Solution.** Without internal scattering, the phonon population is constant along a ray. A phonon at $\mathbf r$ moving along $\mathbf s$ left the wall a distance $L(\mathbf r,\mathbf s)$ behind it, at axial position $z-L\cos\theta$, where the temperature is lower by $GL\cos\theta$. To first order in $G$, the energy per volume and solid angle therefore differs from local equilibrium by

$$\delta u=-\frac{C}{4\pi}\,G\,L\cos\theta .$$

Is emission at the local temperature consistent with energy balance at the wall? The extra energy striking a wall with normal $\mathbf n$ is the integral of $v|\mathbf s\cdot\mathbf n|\,\delta u$ over incoming directions. Replacing $\theta$ by $\pi-\theta$ leaves $L$ and $|\mathbf s\cdot\mathbf n|$ unchanged and reverses $\cos\theta$. The integral vanishes, so each wall element receives what it emits.

The equilibrium part carries no net heat. Averaging $v\cos\theta\,\delta u$ over the cross-section of area $A$ gives

$$q=-\frac{CvG}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\,L .$$

Comparison with $q=-\kappa G$ and the definition of $\Lambda$ yields

$$\Lambda=\frac{3}{4\pi A}\int dA\int d\Omega\,\cos^2\theta\,L .$$

Let $\ell$ be the projection of the flight on the cross-section. Then $L=\ell/\sin\theta$, which cancels the $\sin\theta$ in $d\Omega=\sin\theta\,d\theta\,d\phi$. Since $\int_0^\pi\cos^2\theta\,d\theta=\pi/2$,

$$\Lambda=\frac{3}{8A}\int dA\int_0^{2\pi}d\phi\;\ell .$$

For a circle of radius $R$, divide the disc into parallel chords at offset $b$, each of length $\sigma=2\sqrt{R^2-b^2}$. Along one chord $\ell$ runs from 0 to $\sigma$ and integrates to $\sigma^2/2=2(R^2-b^2)$. Integrating over $b$ from $-R$ to $R$ gives $8R^3/3$, and over $\phi$ gives $16\pi R^3/3$. Hence

$$\Lambda=\frac{3}{8\pi R^2}\,\frac{16\pi R^3}{3}=2R,$$

the diameter of the wire.

## (b) Reduce the rectangular case to one integral over the rectangle.

**Solution.** The four quadrants of $\phi$ are equivalent by reflection, so take $0<\phi<\pi/2$. Choose the starting point uniformly in the cross-section and go back a projected distance $s$. The point is still inside in $x$ with probability $1-s\sin\phi/t$, and in $y$ with probability $1-s\cos\phi/w$. The coordinates are independent, so the probabilities multiply. The mean of a positive quantity is the integral of the probability that it exceeds $s$, therefore

$$\langle\ell\rangle(\phi)=\int_0^{S}\left(1-\frac{s\cos\phi}{w}\right)\left(1-\frac{s\sin\phi}{t}\right)ds,$$

where $S$ is the smaller of $w/\cos\phi$ and $t/\sin\phi$. The result of (a) becomes

$$\Lambda=\frac38\cdot4\int_0^{\pi/2}\langle\ell\rangle\,d\phi=\frac32\int_0^{\pi/2}\langle\ell\rangle\,d\phi .$$

Now read $s,\phi$ as polar coordinates, with $X=s\cos\phi$ and $Y=s\sin\phi$. The limit $S$ is the edge of the rectangle $0<X<w$, $0<Y<t$, and $ds\,d\phi=dX\,dY/\sqrt{X^2+Y^2}$. Thus

$$\Lambda=\frac{3}{2wt}\int_0^w\!dX\int_0^t\!dY\,\frac{(w-X)(t-Y)}{\sqrt{X^2+Y^2}} .$$

## (c) Evaluate the integral for any $w$ and $t$.

**Solution.** Write $d=\sqrt{w^2+t^2}$, $\alpha=\operatorname{asinh}(t/w)$, $\beta=\operatorname{asinh}(w/t)$ and $r=\sqrt{X^2+Y^2}$. Expanding the product gives four integrals over the rectangle.

For the first, the $Y$ integral is $\operatorname{asinh}(t/X)$. Integrating by parts in $X$,

$$J_0=\iint\frac{1}{r}=w\alpha+\int_0^w\frac{t\,dX}{\sqrt{X^2+t^2}}=w\alpha+t\beta .$$

For the second, integrate over $X$ first:

$$J_X=\iint\frac{X}{r}=\int_0^t\left(\sqrt{w^2+Y^2}-Y\right)dY=\tfrac12\left(td+w^2\alpha-t^2\right).$$

Exchanging the sides gives $J_Y=\frac12(wd+t^2\beta-w^2)$. Finally,

$$J_{XY}=\iint\frac{XY}{r}=\int_0^t Y\left(\sqrt{w^2+Y^2}-Y\right)dY=\tfrac13\left(d^3-w^3-t^3\right).$$

The required combination is $wtJ_0-tJ_X-wJ_Y+J_{XY}$. Half of each inverse-hyperbolic-sine term survives. The terms in $d$ combine through $-\frac12(t^2+w^2)d=-\frac12d^3$, so

$$wtJ_0-tJ_X-wJ_Y+J_{XY}=\tfrac12\left(w^2t\alpha+wt^2\beta\right)+\tfrac16\left(w^3+t^3-d^3\right).$$

Multiplication by $3/(2wt)$ gives

$$\Lambda=\frac34\left[w\operatorname{asinh}\frac tw+t\operatorname{asinh}\frac wt\right]+\frac{w^3+t^3-(w^2+t^2)^{3/2}}{4wt}.$$

For a square, $w=t$, this is $\Lambda=w\left[\frac32\ln(1+\sqrt2)-\frac12(\sqrt2-1)\right]=1.115\,w$.

## (d) Find the limit $w\gg t$ and the first two corrections.

**Solution.** Let $\varepsilon=t/w$. The three ingredients expand as

$$w\alpha=t\left(1-\frac{\varepsilon^2}{6}+\dots\right),$$

$$\beta=\ln\frac{1+\sqrt{1+\varepsilon^2}}{\varepsilon}=\ln\frac2\varepsilon+\frac{\varepsilon^2}{4}+\dots,$$

$$d^3=w^3\left(1+\tfrac32\varepsilon^2+\tfrac38\varepsilon^4+\dots\right).$$

In the last term of $\Lambda$ the large $w^3$ cancels:

$$\frac{w^3+t^3-d^3}{4wt}=\frac{w}{4\varepsilon}\left(\varepsilon^3-\tfrac32\varepsilon^2-\tfrac38\varepsilon^4\right)=t\left(-\frac38+\frac\varepsilon4-\frac{3\varepsilon^2}{32}\right).$$

The constants add to $\frac34-\frac38=\frac38=\frac34\cdot\frac12$. The terms in $\varepsilon^2$ add to $\frac34\left(\frac14-\frac16\right)-\frac3{32}=-\frac1{32}$. Hence

$$\Lambda=\frac{3t}{4}\left[\ln\frac{2w}{t}+\frac12\right]+\frac{t^2}{4w}-\frac{t^3}{32w^2}+\dots$$

The first term is the thin-wire limit. Its difference from the full result tends to zero at fixed $t$, although both grow without bound. Relative to the full result, the limit is 2.3% low at $w/t=5$, 0.9% low at 10 and 0.4% low at 20. For a square it is 20% low.

## (e) Which phonons produce the logarithm, and what happens for an infinitely wide film?

**Solution.** The corner direction is $\phi_c=\arctan(t/w)\approx t/w$. For $\phi>\phi_c$ the flight limit is $S=t/\sin\phi$, and the integral in (b) gives

$$\langle\ell\rangle=\frac{t}{2\sin\phi}-\frac{t^2\cos\phi}{6w\sin^2\phi}.$$

With the factor $\frac32$, the first term contributes

$$\frac{3t}{4}\int_{\phi_c}^{\pi/2}\frac{d\phi}{\sin\phi}=\frac{3t}{4}\ln\cot\frac{\phi_c}{2}\approx\frac{3t}{4}\ln\frac{2w}{t},$$

which is the whole logarithm. The second contributes $-\frac{t^2}{4w}\left(\frac1{\sin\phi_c}-1\right)\approx-\frac t4$.

For $\phi<\phi_c$ the side faces set the limit, $S=w/\cos\phi$, and at small angles $\langle\ell\rangle\approx\frac w2-\frac{w^2\phi}{6t}$. This range contributes

$$\frac32\left(\frac{w\phi_c}{2}-\frac{w^2\phi_c^2}{12t}\right)\approx\frac32\left(\frac t2-\frac t{12}\right)=\frac{5t}{8}.$$

The constant is $\frac58-\frac14=\frac38$ in units of $t$, as in (d). The logarithm thus comes from projected directions at small angles to the wide faces, with the side faces as cutoff. At $w/t=20$, directions within $10^\circ$ of the wide faces fill one ninth of the range of $\phi$ but supply 44% of $\Lambda$.

If $w\to\infty$ at fixed $t$, the model has no finite conductivity. Internal scattering removes the divergence. Suppose it relaxes phonons to local equilibrium with mean free path $\lambda_b$. The mean distance back to the last relaxing event is then

$$\int_0^L e^{-s/\lambda_b}\,ds=\lambda_b\left(1-e^{-L/\lambda_b}\right)<\lambda_b ,$$

and this replaces $L$ in (a). Since $\int\cos^2\theta\,d\Omega=4\pi/3$, $\Lambda$ stays below $\lambda_b$. The formula of (c) requires that such scattering be negligible over the flights that matter.

## (f) Recover the same mean free path from the random walk of a single phonon.

**Solution.** The thermal diffusivity is $D=\kappa/C=v\Lambda/3$. Diffuse emission is symmetric in $\pm z$, so the axial step $\zeta=L\cos\theta$ has zero mean whatever came before. Cross terms between steps vanish, and after $N$ flights the mean square displacement is $N\langle \zeta^2\rangle$, in a time $N\langle L\rangle/v$. Dividing by twice the time gives $D$, hence

$$\Lambda=\frac{3\langle \zeta^2\rangle}{2\langle L\rangle},$$

with averages over flights emitted uniformly along the perimeter.

This agrees with (a). A beam leaving a perimeter element $dP$ sweeps the area element $dA=|\mathbf s\cdot\mathbf n|\,dP\,ds$ per unit length of wire, where $s$ is distance along the flight. Integrating $s$ from 0 to $L$ gives $L^2/2$, so

$$\int dA\int d\Omega\cos^2\theta\,L=\frac12\oint dP\int d\Omega\,|\mathbf s\cdot\mathbf n|\,\zeta^2 .$$

Integrating 1 instead of $s$ gives $4\pi A=\oint dP\int d\Omega\,|\mathbf s\cdot\mathbf n|\,L$. The ratio of the two reproduces the random-walk formula. A simulated walk at $w/t=8$, started from one wall point and averaged after 150 discarded bounces, gave $\Lambda/t=2.487$; the closed form gives 2.485.

## (g) Let the wide faces reflect specularly with constant probability $p<1$. How does $\Lambda$ change?

**Solution.** The side faces remain diffuse. A specular reflection from a wide face reverses $s_x$ and preserves $s_y$ and $s_z$, so the path can be unfolded into a straight line through stacked copies of the cross-section. Going back a projected distance $s$ covers $u=s\sin\phi/t$ thicknesses. Write $u=N+f$, with $N$ an integer and $0\le f<1$. For a uniform starting point the line crosses $N$ faces with probability $1-f$ and $N+1$ with probability $f$. The probability that all these reflections were specular is

$$g(u)=p^N(1-f+fp).$$

This is a sum of the diffuse factors for wires of thickness $mt$:

$$g(u)=(1-p)^2\sum_{m>u}m\,p^{m-1}\left(1-\frac um\right).$$

To verify it, set $m=N+1+j$. The sum becomes $(1-p)^2p^N\sum_{j\ge0}p^j(1-f+j)$. With $\sum p^j=1/(1-p)$ and $\sum jp^j=p/(1-p)^2$ it equals $p^N[(1-p)(1-f)+p]=p^N(1-f+fp)$. Inserting $g$ in place of $1-s\sin\phi/t$ in (b) gives

$$\Lambda_p(w,t)=(1-p)^2\sum_{m=1}^{\infty}m\,p^{m-1}\,\Lambda(w,mt).$$

When $w$ far exceeds $mt$ for all $m$ that matter, the coefficient of $\frac{3t}4\ln(2w/t)$ is $(1-p)^2\sum m^2p^{m-1}=(1+p)/(1-p)$. For $p=0.5$ this factor is 3. At $w/t=10$ the series gives $\Lambda_p/t=5.252$, which is 1.98 times the diffuse value 2.646. The gain is smaller than 3 because a thicker effective wire has a smaller logarithm, $\ln(2w/mt)$. Tracing the reflections numerically also gave 5.252.

Real roughness does not give a constant $p$. A height deviation $h$ changes the phase of a reflected wave by $2kh\cos\gamma$, with $k=2\pi/\lambda$ and $\gamma$ the angle from the surface normal. For Gaussian heights of rms value $\eta$, the averaged amplitude is $\exp(-2k^2\eta^2\cos^2\gamma)$. Its square is the specular probability

$$p=\exp\left[-\left(\frac{4\pi\eta\cos\gamma}{\lambda}\right)^2\right],\qquad \cos\gamma=\sin\theta\,|\sin\phi| .$$

This estimate assumes gentle slopes. It tends to 1 at grazing incidence, where the logarithm arises.

## (h) Apply the result to a silicon ribbon with $t=100$ nm, $w=2000$ nm and length 50 µm at 20 K. How far can the number be trusted?

**Solution.** The three terms of (c) give

$$\Lambda=74.97+276.71-36.27=315.4\ \text{nm}.$$

The thin-wire limit gives 314.2 nm, and $t^2/(4w)=1.25$ nm supplies nearly all the difference. Doubling $w$ at fixed $t$ would add about $\frac{3t}{4}\ln2=52$ nm.

For the conductivity, assume as model inputs the elastic constants $c_{11},c_{12},c_{44}=166,64,80$ GPa and density $\rho=2330$ kg/m³. Averaging the stiffness over directions gives a bulk modulus $K=(c_{11}+2c_{12})/3=98$ GPa and a shear modulus $\mu=(c_{11}-c_{12}+3c_{44})/5=68.4$ GPa. The sound speeds are $v_L=\sqrt{(K+4\mu/3)/\rho}=9011$ m/s and $v_T=\sqrt{\mu/\rho}=5418$ m/s.

For linear dispersion, one branch of speed $v_i$ has

$$C_i=\frac{k_B}{2\pi^2}\left(\frac{k_BT}{\hbar v_i}\right)^3\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}=\frac{2\pi^2k_B}{15}\left(\frac{k_BT}{\hbar v_i}\right)^3,$$

because the integral is $4\pi^4/15$. One longitudinal and two transverse branches give $C=4547$ J/(m³ K). Since $\Lambda$ is purely geometrical, $\kappa=\frac\Lambda3\sum_iC_iv_i$. The mean speed weighted by heat capacity is $\sum_i v_i^{-2}/\sum_i v_i^{-3}\approx5770$ m/s, so

$$\kappa\approx\tfrac13(4547)(5770)(315.4\times10^{-9})\approx2.8\ \text{W/(m K)}.$$

The conductance $\kappa wt/(50\ \text{µm})$ is about 11 nW/K.

With diffuse walls and isotropic elasticity, several omissions are small. The transverse wavelength at the peak of the thermal spectrum is 3.4 nm, or 0.034 of the thickness, which supports the ray picture for short flights. Over a flight as long as the width, however, diffraction spreads a ray by about $\sqrt{\lambda w}=82$ nm, close to $t$, so the contribution of the longest grazing flights is less certain. Scattering by natural isotopes, with the rate $V_0\Gamma\omega^4/(4\pi v_T^3)$, atomic volume $V_0$ and mass variance $\Gamma=2.0\times10^{-4}$, lowers $\Lambda$ by 2.8%. The ends add resistance in two ways. A reservoir hotter by $\delta T$ emits an extra flux $Cv\,\delta T/4$, which alone gives a resistance $4/(Cvwt)$, or $4\Lambda/(3\times50\ \text{µm})=0.8\%$ of the wire resistance. The ends also cut short the longest flights, which contribute strongly to $\Lambda$. A variational estimate, with a linear wall temperature and a jump at each end, puts the total end effect at no less than 3.6%. Allowing a more flexible wall temperature along the ribbon raises this bound only to 3.8%. A sine-shaped transverse branch ending at roughly 18 meV would raise the transverse contribution, which is 85% of $\kappa$, by about 9%. The same branch would raise the transverse heat capacity by about 40%, so the value of $C$ above is too low for real silicon at 20 K. In $\kappa$ the lower group velocity offsets most of this increase. A sine with initial slope $v_T$ and top at 18 meV ends at a wavevector of $7.9\times10^9$ m$^{-1}$, about 0.7 of the zone boundary $2\pi/a$ for the lattice constant $a=0.543$ nm. Both percentages therefore indicate the size of the effect and are not values for the real silicon branch.

Two omissions are large. With 5 nm roughness on the wide faces and diffuse side faces, the angle-dependent $p$ of (g), averaged over the thermal spectrum at speed $v_T$, gives $\Lambda\approx570$ nm for a long wire, 1.8 times the diffuse value. This average converges slowly, because the weight of grazing flights that survive an axial distance $\zeta$ falls only as $\zeta^{-4/3}$. Different samplings move it by 1 to 2%. This treats every phonon as transverse and ignores conversion between longitudinal and transverse waves at the surface. At the peak wavelength, $p$ reaches $1/e$ at $\cos\gamma=\lambda/(4\pi\eta)\approx0.054$, about 3° from the surface. Rays closer to the surface than this keep a substantial specular part. With 1 nm roughness the factor is about 4.1. Specular flights are long enough for the ends to matter: in a ribbon of 50 µm the two factors, still relative to the long diffuse wire, are at most about 1.4 and 2.8.

Elastic anisotropy is the other large omission. Solving the elastic wave equation for the cubic crystal, with all walls diffuse and wide faces of type (001), multiplies $\kappa$ by about 2.4 for a long ribbon along <100> and 2.1 along <110>. At a length of 50 µm the ends limit these factors to at most about 2.2 and 2.0. The heat capacity rises by only about 5%, so most of the change comes from the group velocities.

A smoother surface departs further from the diffuse value, as the 1 nm result shows. The diffuse isotropic value of 2.8 W/(m K) is therefore a reference for this geometry, not a prediction. In a long wire, partial specularity with 5 nm roughness would raise it by a factor of 1.8, and anisotropy with diffuse walls by a factor of 2.1 to 2.4. The ends of a 50 µm ribbon reduce both gains. The factors for roughness and anisotropy were computed separately and need not multiply. Dopants and other defects, left out here, would lower it.

## Calculated quantities

```
circular control, Lambda/diameter: 1.0000
largest ray-sampling deviation: 0.007 %
wall walk, w/t=8, Lambda/t: 2.487
closed form, w/t=8, Lambda/t: 2.485
specular test p=0.5, w/t=10, traced Lambda/t: 5.252
specular test, series Lambda/t: 5.252
w/t, exact Lambda/t, thin-limit Lambda/t, limit error in %:
    1  1.1150  0.8949  -19.740
    2  1.5320  1.4147  -7.655
    5  2.1507  2.1019  -2.267
   10  2.6465  2.6218  -0.933
   20  3.1541  3.1417  -0.394
   50  3.8339  3.8289  -0.130
  100  4.3512  4.3487  -0.057
thickness t: 100 nm
width w: 2000 nm
length: 50 um
temperature: 20 K
term 3/4 w asinh(t/w): 74.969 nm
term 3/4 t asinh(w/t): 276.713 nm
cubic term: -36.273 nm
exact Lambda: 315.41 nm
thin-limit Lambda: 314.17 nm
first correction t^2/(4w): 1.250 nm
gain in thin limit on doubling w: 51.99 nm
share from |phi| below 10 degrees: 44.0 %
elastic c11, c12, c44: 166, 64, 80 GPa
density: 2330 kg/m3
longitudinal speed: 9011 m/s
transverse speed: 5418 m/s
heat capacity: 4.547e+03 J/(m3 K)
thermal conductivity: 2.759 W/(m K)
thermal conductance: 11.03 nW/K
spectral peak, energy/(kT): 3.83
transverse wavelength at peak: 3.39 nm
peak wavelength/thickness: 0.0339
roughness 5 nm: Lambda 565 nm, ratio to diffuse 1.79
roughness 1 nm: Lambda 1275 nm, ratio to diffuse 4.04
lattice constant: 0.543 nm
isotope mass variance: 2.0e-04
isotope mfp at peak: 267 um
Lambda change by isotopes: -2.81 %
end resistance/wire resistance: 0.84 %
transverse zone-edge energy: 18 meV
dispersion factor on kappa: 1.087
anisotropy factor on kappa, <100>: 2.43
anisotropy factor on kappa, <110>: 2.14
```
